How much pure oxide survives projection through a tilted lamella?

**Problem**

A flat silicon dioxide film of thickness w = 2.0 nm lies between two silicon regions. A lamella of thickness t = 50 nm has been cut from the structure, with its faces perpendicular to the film, for transmission electron microscopy. Ideally the beam runs parallel to the film, which is then seen edge-on. Here the lamella is tilted rigidly by θ = 1.0° away from that position, about the line in which the film meets the lamella face.

Treat the electrons as straight parallel rays and the interfaces as perfectly flat.

(a) How wide is the strip of the image in which the rays have crossed oxide and no silicon?

(b) Has the tilt destroyed the information about the true oxide thickness?

(c) At what tilt does the pure-oxide strip disappear?

**A tempting solution**

Between the entrance and exit faces, a tilted interface shifts sideways as seen along the beam. An interface that was a sharp line in the edge-on image therefore becomes a band of width

t sinθ = 50 nm × 0.017452 = 0.873 nm.

In this band oxide and silicon overlap. The film has two interfaces, so two bands must be taken away from the projected oxide thickness w cosθ:

w cosθ − 2t sinθ = 2.000 nm − 1.745 nm ≈ 0.25 nm.

By this account the pure oxide has nearly vanished.

**Where it fails**

The band width is right, and there are indeed two bands. The fault is the unstated assumption that each band lies wholly inside the oxide.

One ray is enough to refute the result. A strip 0.25 nm wide, centred on the film, ends about 0.13 nm from the centre. Take a ray well outside it, at 0.4 nm from the centre of the image. At mid-depth this ray is 0.40 nm from the middle plane of the film. Over the full lamella it drifts across the film by

t tanθ = 0.873 nm,

half of it before mid-depth and half after. It therefore enters at 0.40 − 0.44 = −0.04 nm and leaves at 0.40 + 0.44 = 0.84 nm from the middle plane. The oxide reaches from −1.0 nm to +1.0 nm, so the ray never leaves it. The wrong solution had assigned this ray to a mixed band.

**Solution of (a)**

Put the origin at the centre of the film and of the lamella. Let u be the distance along the film normal and v the distance along the lamella normal. Then

oxide: |u| < w/2,  lamella: |v| < t/2.

The third direction runs along the interface line, which is also the tilt axis. Nothing changes along it, so two coordinates suffice.

In the (u, v) plane the tilted beam has the direction (sinθ, cosθ). The image axis X must be perpendicular to the beam, and its unit vector is (cosθ, −sinθ), since

sinθ cosθ − cosθ sinθ = 0.

The image coordinate of a point is its component along this axis:

X = u cosθ − v sinθ.

All points of one ray share the same X. Solving for u gives the path of that ray through the material:

u = X/cosθ + v tanθ.

Because u changes linearly with v, its extreme values occur at the two faces, v = ±t/2. The ray stays in oxide throughout if both end points are in oxide:

|X/cosθ + (t/2) tanθ| < w/2,
|X/cosθ − (t/2) tanθ| < w/2.

The larger of the two left-hand sides is |X|/cosθ + (t/2) tanθ, so both conditions are contained in

|X|/cosθ + (t/2) tanθ < w/2.

Multiply by cosθ, which is positive, and isolate |X|:

|X| < (w cosθ − t sinθ)/2.

The strip extends equally far on both sides of X = 0. Its full width is twice this limit:

P = w cosθ − t sinθ, provided tanθ < w/t.

For the given lamella,

P = 2.0 nm × 0.999848 − 50 nm × 0.017452 = 1.9997 nm − 0.8726 nm = 1.127 nm.

About 1.1 nm of pure-oxide projection remains. An independent count of oxide points along rays, taken at image positions 0.005 nm apart, gives 1.130 nm, which agrees within that spacing.

The same coordinates show why one band width is subtracted and not two. The interface at u = w/2 has the image positions

X = (w/2) cosθ − v sinθ.

As v runs from −t/2 to t/2, these fill a band of width t sinθ centred on X = (w/2) cosθ. Half of the band lies inside the projected oxide edge and half lies outside, over the silicon. Each interface thus removes (t/2) sinθ from the pure strip, and the two together remove t sinθ.

The outer halves of the bands widen the region in which any oxide at all is met. Its full extent is

w cosθ + t sinθ = 1.9997 nm + 0.8726 nm = 2.872 nm.

**Solution of (b)**

Let f(X) be the fraction of the ray's path inside the lamella that lies in oxide. Consider the band on the side X > 0, with tanθ < w/t. The ray crosses the interface u = w/2 at the depth v₁ given by

w/2 = X/cosθ + v₁ tanθ,

and therefore

v₁ = (w cosθ − 2X)/(2 sinθ).

The ray does not cross the other interface. Its smallest u is X/cosθ − (t/2) tanθ, which for X > 0 is greater than −(t/2) tanθ and hence greater than −w/2. So the ray is in oxide from v = −t/2 to v = v₁. Path length is proportional to the change in v, which gives

f = (v₁ + t/2)/t = (w cosθ + t sinθ − 2X)/(2t sinθ).

The other side follows by replacing X with |X|. The profile is a trapezoid: f = 1 in the pure strip, a linear fall across each band, and zero beyond. At X = 0.8 nm, for instance,

f = (2.8723 − 1.6)/(2 × 0.8726) = 0.729.

The width of the profile at a chosen level f is 2|X|. Rearranging the last formula gives

width at level f = w cosθ + (1 − 2f) t sinθ.

As f approaches 1 this becomes P, and as f approaches 0 it becomes the full extent. At f = 1/2 the term in t sinθ cancels, leaving

half-fraction width = w cosθ = 2.000 nm.

The information has not been lost. The oxide is still 2.0 nm thick, and the half-fraction width reports this with an error of only w(1 − cosθ), about 0.0003 nm. The value of 1.1 nm describes the unmixed part of the projection and should not be quoted as the film thickness.

The area under f agrees with this. A trapezoid has an area equal to its height times the mean of its top and bottom widths:

½[(w cosθ − t sinθ) + (w cosθ + t sinθ)] = w cosθ.

Below the critical tilt, the tilt moves projected oxide from just inside each edge of the profile to just outside it and, apart from the factor cosθ, leaves the area under f unchanged.

**Solution of (c)**

The pure strip closes when w cosθ = t sinθ, that is, when

tanθ = w/t = 2/50, so θ = 2.29°.

If the tilt is held at 1.0° instead, the strip closes at a lamella thickness of w/tanθ = 114.6 nm.

Beyond the critical tilt, the central rays enter through silicon, cross the whole film and leave through silicon. Crossing the film changes u by w and therefore v by w/tanθ. The greatest oxide fraction is then

f_max = w/(t tanθ) < 1.

The flanks still follow the linear formula, because a ray there crosses one interface. Setting f = f_max/2 = w cosθ/(2t sinθ) in that formula gives

w cosθ + t sinθ − 2|X| = w cosθ, so 2|X| = t sinθ.

The width at half of the peak is now set by the lamella and the tilt, and the oxide thickness has dropped out of it. At 4° the ray count gives a peak fraction of 0.572 and a half-peak width of 3.49 nm for the same 2.0 nm film. Half of the peak height therefore marks the oxide thickness only up to the critical tilt. The level f = 1/2 itself keeps the width w cosθ as long as the peak exceeds 1/2, that is, for tanθ < 2w/t (4.57° here), but finding that level requires a profile calibrated in absolute oxide fraction. With the same calibration, the area under f gives the thickness at larger tilts too, since f_max × t sinθ is again w cosθ.

**Which tilt, and how accurately must it be known?**

The direction of the tilt matters. If the lamella is turned about the film normal instead, the beam gains no component across the film. Then u stays constant along each ray, and the pure strip keeps its full 2.0 nm.

A different arrangement has the lamella faces perpendicular to the beam but the film cut obliquely by 1.0°. With z measured along the beam and |z| < t/2, the distance across the film is u = X cosθ + z sinθ. The condition for pure oxide becomes |X| cosθ + (t/2) sinθ < w/2, and the strip has the width

w/cosθ − t tanθ = 2.0003 nm − 0.8728 nm ≈ 1.128 nm.

(The output line for the oblique cut uses the approximation P/cosθ, which is lower by 0.0003 nm.) The width differs from P by less than 0.001 nm, so at this small angle it hardly matters which of the two descriptions is meant.

For small θ the loss of pure width is close to tθ, with θ in radians. A loss of 0.1 nm thus needs only 0.1/50 = 0.002 rad, or 0.115°. Starting from the example, an extra 0.1° of tilt at fixed thickness lowers P by 0.087 nm. An extra 5 nm of lamella at fixed tilt does the same, because either change raises tθ by one tenth.

**The model beside a real lamella**

Real specimens and microscopes break two assumptions of the model, flat interfaces and straight rays.

For roughness, take rough values of 0.2 nm rms and a correlation length L = 5 nm through the lamella, with the two interfaces independent. The correlation between heights a distance d apart is taken as exp[−(d/L)²]; the result depends on this form and on L, and a shorter L narrows the pure strip further. In a simulation with these values, the mean strictly pure width falls from 1.1 nm to about 0.9 nm, with a standard deviation of about 0.2 nm from one slice of the film to another. The mean is sensitive to the assumptions: it is about 0.7 nm for L = 2 nm, about 0.6 nm for L = 1 nm, and about 0.7 nm for L = 5 nm with an exponential correlation exp(−d/L). Without any tilt, the roughness first assumed already leaves only about 1.3 nm, so the losses from tilt and roughness do not simply add. A ray is now spoiled by any single protrusion of silicon along its path.

For the optics, electrons at 200 kV have a wavelength λ = 0.002508 nm. With focus at mid-depth, the wave spreads over half the lamella by a length of order √(λt/2) = 0.25 nm. A rough objective aperture of 10 mrad semi-angle gives a largest geometric displacement of 0.010 × 25 nm = 0.25 nm. As an illustration, let this length be the standard deviation of a Gaussian blur of f. Lens aberrations, defocus and energy losses are left out and can blur the image more than this. The region with f above 0.99 then shrinks from 1.14 nm to 0.41 nm, while the half-fraction width stays at 2.00 nm. It survives because each flank is antisymmetric about its half-level point, a symmetric blur preserves that, and the opposite flank is more than six standard deviations away. The figure 0.41 nm belongs to the assumed Gaussian and is not a prediction for this aperture. Spreading the rays over the 10 mrad cone depth by depth gives about 0.9 nm instead, while the long diffraction tails of the aperture in incoherent imaging can keep even the peak below 0.99. In both cases the half-fraction width stays within 0.01 nm of 2.0 nm.

These two estimates were made separately and do not give a combined correction. They do show that 1.1 nm is a geometric value for ideal interfaces and straight rays. The second estimate also shows that a blur of this size harms the central strip far more than the half-fraction width. Moreover, f is a composition profile, not an image intensity. Below the critical tilt and without blur, the half-height of a measured profile gives w cosθ if the signal varies monotonically with f and, at f = 1/2, lies halfway between its pure-silicon and pure-oxide values. A signal linear in f does this, but diffraction or phase contrast from crystalline silicon need not. If the signal is not linear in f, blur can also shift the half-height. Even for a linear signal, blur lowers the peak once the pure strip is narrow. Half of the measured peak then overstates the thickness: with the 0.25 nm Gaussian it gives 2.00 nm at 1°, but 2.10 nm at 2.0° and 2.16 nm at 2.2°, whereas the absolute level f = 1/2 still gives 2.00 nm. The numerical output below lists the values of the worked example.

Computed values

```
oxide thickness w: 2.0 nm
lamella thickness t: 50.0 nm
tilt: 1.0 deg = 0.017453 rad
cos(tilt): 0.999848; sin(tilt): 0.017452
drift across film between faces, t tan: 0.8728 nm
image width of each interface band, t sin: 0.8726 nm
projected oxide thickness, w cos: 1.9997 nm
pure-oxide width, formula: 1.1271 nm
pure-oxide width, ray count: 1.130 nm
half-fraction width, ray count: 2.000 nm
full extent, formula: 2.8723 nm
full extent, ray count: 2.870 nm
area under traced fraction: 1.9997 nm
traced oxide fraction at X = 0.0 nm: 1.000
traced oxide fraction at X = 0.4 nm: 1.000
traced oxide fraction at X = 0.8 nm: 0.729
traced oxide fraction at X = 1.0 nm: 0.500
traced oxide fraction at X = 1.2 nm: 0.271
traced oxide fraction at X = 1.4 nm: 0.042
pure width, tilt about film normal, ray count: 2.000 nm
pure width, oblique cut, formula: 1.1272 nm
critical tilt for this lamella: 2.291 deg
critical lamella thickness at this tilt: 114.6 nm
tilt that costs 0.1 nm of pure width: 0.115 deg
at 4 deg: peak oxide fraction, ray count: 0.572
at 4 deg: width at half peak, ray count: 3.490 nm
change of pure width for +0.1 deg: -0.0873 nm
change of pure width for +5 nm lamella: -0.0873 nm
beam voltage: 200 kV; wavelength: 0.002508 nm
wave spreading over half the lamella: 0.250 nm
aperture semi-angle: 10 mrad; blur length: 0.250 nm
half-fraction width after blur: 2.000 nm
width with fraction > 0.99, no blur: 1.140 nm
width with fraction > 0.99, blurred: 0.410 nm
peak fraction after blur: 0.9976
roughness: 0.2 nm rms; correlation length: 5.0 nm
mean strictly pure width with roughness: 0.905 nm
standard deviation between slices: 0.225 nm
standard error of that mean: 0.0036 nm
```
